# Ion-matrix sheath radius around a negatively biased cylinder

A rod is to be implanted by pulsing it to a large negative voltage in a plasma. If its sheath, before the ions have had time to move, is sized with the formula for a flat plate, the result can be badly wrong. For a rod of radius 5 mm at $-20$ kV in a plasma of density $10^9$ cm$^{-3}$, the flat formula gives a sheath 47.0 mm thick, whereas the cylindrical one is 32.9 mm thick. The flat formula is also too low by a factor of three in the surface field and in the number of ions held per unit area of the rod. The theorem below replaces it for this early stage; slower pulses are treated near the end.

## Setting and assumptions

A long conducting cylinder of radius $a$ stands in a plasma of singly charged ions and electrons, each of density $n$. At time zero its potential drops to $-V$, with $V>0$, measured from the plasma. The electrons are driven outward and leave bare ions between the surface and a radius $R$. This region of stationary ions is the ion-matrix sheath. The assumptions are:

1. The plasma is uniform up to the surface before the pulse, and everything depends on the distance $r$ from the axis alone.
2. The ions have not yet moved. The time is long compared with the electron response time $1/\omega_{pe}$ and short compared with the ion response time $1/\omega_{pi}$. When $R\gg a$ the ions next to the rod move sooner: by the surface field of Lemma 1 their time scale is $\omega_{pi}^{-1}\sqrt{2/(R^2/a^2-1)}$, about 24 ns against $1/\omega_{pi}=127$ ns in the example below. These inner ions carry little of the voltage, so $R$ is less sensitive to their motion than the ion density near the surface is.
3. The electron density jumps from zero to $n$ at $r=R$. This needs an electron temperature, in volts, far below $V$.
4. Beyond $R$ the plasma is neutral and free of field. Collisions and electrons emitted by the surface are ignored.

The algebra uses atomic units, in which $e=4\pi\varepsilon_0=1$ and Poisson's equation reads $\nabla^2\phi=-4\pi\rho$. To return to SI units, replace $4\pi n$ by $en/\varepsilon_0$.

## Theorem

Under these assumptions, in SI units,

$$V=\frac{en}{2\varepsilon_0}\left[R^2\ln\frac Ra-\frac{R^2-a^2}{2}\right]. \tag{1}$$

For each $V>0$ this equation has one solution with $R>a$, namely

$$R=a\exp\left\{\tfrac12\left[1+W_0\big((v-1)\exp(-1)\big)\right]\right\},\qquad v=\frac{4\varepsilon_0V}{ena^2}, \tag{2}$$

where $W_0$ is the principal branch of the Lambert function, the solution $u\ge-1$ of $u\exp(u)=z$.

## Lemma 1: the field

For $a<r<R$,

$$\phi'(r)=2\pi n\left(\frac{R^2}{r}-r\right). \tag{3}$$

**Proof.** The charge density is $+n$, so

$$\frac1r\frac{d}{dr}\left(r\phi'\right)=-4\pi n .$$

Multiply by $r$ and integrate from $r$ to $R$:

$$R\phi'(R)-r\phi'(r)=-2\pi n(R^2-r^2).$$

The field vanishes outside $R$. It is continuous there, because no charge is concentrated on the surface $r=R$. Hence $\phi'(R)=0$, and division by $-r$ gives (3). $\square$

The potential rises outward, so the electric field $-\phi'$ points inward and pulls positive ions to the rod. At the surface its strength is $2\pi n(R^2/a-a)$.

## Lemma 2: the voltage

Equation (1) holds.

**Proof.** Integrate (3) from $r$ to $R$, with $\phi(R)=0$:

$$-\phi(r)=2\pi n\left[R^2\ln\frac Rr-\frac{R^2-r^2}{2}\right].$$

At the surface $\phi(a)=-V$, so

$$V=2\pi n\left[R^2\ln\frac Ra-\frac{R^2-a^2}{2}\right]. \tag{4}$$

Replacing $2\pi n$ by $en/(2\varepsilon_0)$ gives (1). $\square$

**Remark (one shell at a time).** An ion shell of radius $r$ with charge $\lambda$ per unit length is balanced by charge $-\lambda$ on the rod. Between them the field has strength $2\lambda/r'$ at radius $r'$, so the shell adds $2\lambda\ln(r/a)$ to the voltage. With $\lambda=2\pi nr\,dr$,

$$V=4\pi n\int_a^R r\ln\frac ra\,dr
=4\pi n\left[\frac{r^2}{2}\ln\frac ra-\frac{r^2}{4}\right]_a^R, \tag{5}$$

which is (4) again. An ion farther out accounts for more of the voltage, a fact needed below when the ions move.

## Proof of the theorem

Differentiate (4):

$$\frac{dV}{dR}=2\pi n\left[2R\ln\frac Ra+R-R\right]=4\pi nR\ln\frac Ra. \tag{6}$$

This is positive for $R>a$. Since $V=0$ at $R=a$ and $V$ grows without bound with $R$, each $V>0$ belongs to one $R>a$.

To find it, put $x=R^2/a^2$, so that $\ln(R/a)=\tfrac12\ln x$. Divide (4) by $\pi na^2$ and write $v=V/(\pi na^2)$, which is the $v$ of (2) in atomic units:

$$v=x\ln x-x+1,\qquad\text{or}\qquad x(\ln x-1)=v-1. \tag{7}$$

Let $u=\ln x-1$, so $x=\exp(1+u)$. Then (7) becomes

$$u\exp(u)=(v-1)\exp(-1).$$

A radius outside the metal has $x>1$, hence $u>-1$. There $u\exp(u)$ increases, since its derivative is $(1+u)\exp(u)$, and the solution is $u=W_0$. Finally $R=a\sqrt x=a\exp[(1+u)/2]$, which is (2). $\square$

**Remark (the other branch).** For $0<v<1$ the right-hand side lies between $-\exp(-1)$ and 0, and a second real solution exists with $u<-1$. It gives $R<a$, inside the metal, and is discarded. At $v=1$, $W_0(0)=0$ and $R=a\exp(1/2)\approx1.65\,a$.

**Numerical test.** Poisson's equation was integrated inward from $R/a=1.05$, 1.5, 3, 8 and 30. The resulting voltages agreed with (1), and (2) returned the starting ratios, to better than one part in $10^7$.

## Proposition 1: the planar limit and a bound

For a flat surface, $\phi''=-4\pi n$ with zero potential and field at the sheath edge gives $V=2\pi ns_0^2$. The planar width is therefore $s_0=\sqrt{2\varepsilon_0V/(en)}$ in SI units. Let $\sigma=s_0/a$. Then the cylindrical width is smaller than $s_0$ for every $\sigma>0$, and for small $\sigma$

$$\frac{R-a}{s_0}=1-\frac{\sigma}{6}+\frac{\sigma^2}{9}+O(\sigma^3). \tag{8}$$

**Proof.** Write $R=a(1+t)$ and divide (4) by $2\pi na^2$:

$$\sigma^2=(1+t)^2\ln(1+t)-t-\frac{t^2}{2}\equiv f(t).$$

For the bound, consider $g(t)=f(t)-t^2$. Its derivative is

$$g'(t)=2(1+t)\ln(1+t)+(1+t)-1-3t=2\left[(1+t)\ln(1+t)-t\right].$$

The bracket is zero at $t=0$ and has derivative $\ln(1+t)>0$, so it is positive for $t>0$. Since $g(0)=0$, also $g(t)>0$. Thus $\sigma^2>t^2$, or $R-a<s_0$.

For the series, insert $\ln(1+t)=t-t^2/2+t^3/3-t^4/4+\dots$:

$$(1+t)^2\ln(1+t)=t+\frac{3t^2}{2}+\frac{t^3}{3}-\frac{t^4}{12}+\dots,$$

$$\sigma^2=t^2+\frac{t^3}{3}-\frac{t^4}{12}+\dots$$

Try $t=\sigma+b\sigma^2+c\sigma^3+\dots$. The terms in $\sigma^3$ require $2b+\tfrac13=0$, so $b=-\tfrac16$. Those in $\sigma^4$ require $b^2+2c+b-\tfrac1{12}=0$, so $c=\tfrac19$. Division by $\sigma$ gives (8). $\square$

The positive bracket has a direct meaning. A layer at distance $y=at$ from the surface contributes $4\pi n(a+y)\ln(1+y/a)\,dy$ to the voltage, against $4\pi ny\,dy$ in the flat case. The larger circumference outweighs the weaker growth of the logarithm, so fewer layers are needed. As a test of (8), halving $\sigma$ from 0.04 to 0.02 reduced the remainder by a factor of 7.85, close to the 8 expected of a cubic term.

**Remark (thin wire).** Equation (7) with $\ln x-1=W_0$ also gives

$$R^2=\frac{a^2(v-1)}{W_0}=\frac{2s_0^2-a^2}{W_0}, \tag{9}$$

for $v\ne1$, because $a^2v=2s_0^2$. Let $a$ shrink at fixed $V$ and $n$. The numerator tends to $2s_0^2$, while $W_0$ grows without bound, roughly as a logarithm. Hence $R$ falls slowly toward zero although $R/a$ increases. The limit is formal: the sharp-edge model fails once $R$ is no longer large compared with the Debye length.

## Proposition 2: the effect of warm electrons

Let the electrons have temperature $T$, in energy units, and density $n\exp(\phi/T)$. Define $R_q$ as the radius of a sharp-edged sheath with the same total charge. If the Debye length $\lambda_D=\sqrt{T/(4\pi n)}$ is small compared with both $R$ and $R-a$, then to leading order in $\lambda_D/R$

$$V=V_m(R_q)+T, \tag{10}$$

where $V_m$ is the right-hand side of (4).

**Proof.** Let $\delta\rho$ be the true charge density minus that of the sharp-edged sheath. Equal total charge means $\int\delta\rho\,r\,dr=0$. By the shell rule,

$$V-V_m(R_q)=4\pi\int\delta\rho\,r\ln\frac ra\,dr=4\pi\int\delta\rho\,r\ln\frac r{R_q}\,dr .$$

The difference $\delta\rho$ is confined to a few Debye lengths around $R_q$. With $y=r-R_q$, $r\ln(r/R_q)\approx y$, so the voltage difference is $4\pi\int\delta\rho\,y\,dy$, the value for a flat layer.

That value follows from the flat equation $\phi''=-4\pi n[1-\exp(\phi/T)]$. Multiply by $\phi'$ and integrate from the plasma, where $\phi=\phi'=0$:

$$\tfrac12\phi'^2=4\pi n\left[-\phi-T+T\exp(\phi/T)\right].$$

At a depth $d$ of many Debye lengths inside the equivalent edge, the exponential is negligible and Gauss's law gives $\phi'=4\pi nd$. Therefore $-\phi=2\pi nd^2+T$. A sharp edge would give $2\pi nd^2$, so the difference is $T$. $\square$

## Worked example

Take $a=5.0$ mm, $V=20$ kV, $n=10^9$ cm$^{-3}$, an electron temperature of 2 eV and ions of mass 28 u, that of singly charged molecular nitrogen. The planar width is $s_0=47.016$ mm, so

$$v=2\left(\frac{s_0}{a}\right)^2=2\left(\frac{47.016}{5.0}\right)^2=176.84.$$

The Lambert argument is $175.84\exp(-1)=64.69$, and $W_0=3.0534$. Hence

$$R=5.0\,\exp\left(\frac{4.0534}{2}\right)\ \text{mm}=5.0\times7.589\ \text{mm}=37.9\ \text{mm},$$

or $7.17\times10^8$ bohr. The sheath width is 32.9 mm; the planar width exceeds it by 43 %. Here $\sigma=9.4$, far outside the range of (8).

Since $2\pi n=V/s_0^2$, the surface field is

$$\frac{V}{s_0^2}\left(\frac{R^2}{a}-a\right)=\frac{20}{4.702^2}\left(\frac{3.794^2}{0.5}-0.5\right)=25.6\ \text{kV/cm}.$$

The flat result is $2V/s_0=8.5$ kV/cm. The ions in the sheath, per unit area of rod, number

$$\frac{n(R^2-a^2)}{2a}=1.4\times10^{10}\ \text{cm}^{-2},$$

against $ns_0=4.7\times10^9$ cm$^{-2}$ for a plate.

The inverse of (6) gives $dR/dV=0.72$ mm/kV at fixed $n$ and $a$. A 1 % rise in voltage, or 0.2 kV, thus widens the sheath by 0.14 mm, or 0.44 %. On a plate the width would grow by 0.5 %, because $s_0\propto\sqrt V$.

Warm electrons hardly change the charge-equivalent radius. Equation (10) predicts an offset of 2 V; a numerical solution of the cylindrical equation with Boltzmann electrons gave 1.99 V. The small difference is of the relative order $\lambda_D/R=0.332/37.9\approx0.9$ % left out of (10). The equivalent radius moves inward by 1.4 µm, and doubling the number of mesh intervals changed it by less than 0.001 µm. The edge itself is much less sharp: the electron density rises from 10 % to 90 % of $n$ over 1.1 mm.

## When the ions move

**Remark (direction of the error).** Suppose the ions inside the electron edge $b$ have moved inward, while those beyond it are undisturbed. By the shell rule each displaced ion now contributes less to the voltage, and an absorbed ion contributes nothing. Hence $V\le V_m(b)$, and since $V_m$ increases with radius, $b\ge R$. In this model, ion motion can only push the edge outward from the ion-matrix radius.

The size of the effect depends on the pulse rise. Here $1/\omega_{pe}=0.56$ ns and $1/\omega_{pi}=127$ ns. A calculation with moving cylindrical ion shells, cold ions, a sharp electron edge and a linear voltage rise gave these edges when the voltage reached 20 kV:

| Rise time | Edge radius | Excess over $R$ |
|---|---:|---:|
| 0.1 µs | 39.0 mm | 2.9 % |
| 1 µs | 50.6 mm | 33 % |

Halving both the shell width and the time step changed either edge by less than 0.005 mm. For the slower rise, $R$ is therefore a lower bound in this model and a poor estimate of the actual edge. The sheath is then 45.6 mm wide, close to the planar 47.0 mm, but this is a coincidence: the planar formula leaves out both the curvature and the ion motion, and here the two errors nearly cancel. Since $1/\omega_{pi}\propto n^{-1/2}$, a tenfold denser plasma would shorten the ion time to 40 ns and call for a faster pulse.

## Comparison with plasma implantation

Plasma immersion implantation works, roughly, with densities of $10^8$ to $10^{11}$ cm$^{-3}$, voltages from a few to many tens of kilovolts, and pulses lasting microseconds or longer. The example lies within these ranges. The assumption of stationary ions is clearly broken: ion motion moves the edge by 33 % for a 1 µs rise. Some other effects are sized below; the thinning of the plasma near the rod before the pulse is not among them.

- **Plasma inflow.** At the Bohm speed $\sqrt{T/M}$, where $M$ is the ion mass, ions drift 2.6 mm in 1 µs. The shell calculation omits this.
- **Gas collisions.** At 0.5 mTorr and 300 K, with an assumed rough cross section of $3\times10^{-15}$ cm$^2$, the mean free path is 207 mm. The ion-matrix width is 0.16 of this, and the 45.6 mm width after a 1 µs rise is 0.22 of it, so some ions collide on the way.
- **Breakdown.** Pressure times sheath width is $1.6\times10^{-3}$ Torr cm, far below the rough 1 Torr cm at which gas gaps break down most easily. This does not exclude discharges along longer paths or arcs from surface defects.
- **Emitted electrons.** Assume 4 electrons per ion and steady, collisionless flow. Where each species has fallen through half the voltage, the electron-to-ion density ratio is $4\sqrt{m/M}=1.8$ %, with $m$ the electron mass. Nearer the rod, where the emitted electrons are still slow, the ratio is higher.
- **Rod ends.** If each end disturbs a length of about one sheath width, the two zones take up 22 % of a 300 mm rod. With the 45.6 mm width after a 1 µs rise the share is 30 %. The theorem is meant for the part between them.

For placing a rod in a chamber, $R$ is a lower bound on the distance needed between the rod's axis and the chamber wall, under the assumptions of the moving-ion remark. It does not guarantee enough room: the wall must lie beyond the farthest edge reached during the pulse, which in the example is already 50.6 mm from the axis at the end of a 1 µs rise. If the voltage is then held, the edge moves much farther out as more ions are absorbed: in the example to roughly 65 mm at 2 µs and 85 mm at 5 µs after the start of the pulse. It stops only when plasma inflow balances the ion loss, which for a collisionless sheath fed at the Bohm speed happens near 110 to 130 mm, about three times $R$. For pulses of several microseconds $R$ is therefore far below the room needed. The values of the worked example and of the table are in the numerical output below.

## Computed values

```
Rod radius a: 5.0 mm
Bias magnitude V: 20.0 kV
Ion density n: 1.0e+09 cm^-3
Electron temperature: 2.0 eV
Ion mass: 28 u
Reduced voltage v: 176.843 (no unit)
Lambert argument: 64.6891 (no unit)
Lambert value W0: 3.05335 (no unit)
Radius ratio R/a: 7.5888 (no unit)
Ion-matrix radius R: 37.944 mm
Same radius R: 7.17040e+08 bohr
Sheath width R-a: 32.944 mm
Planar width s0: 47.016 mm
Planar excess in width: 42.7 %
Surface field: 25.60 kV/cm
Sensitivity dR/dV: 0.7186 mm/kV
Stored ion dose: 1.415e+10 cm^-2
Planar remainder factor: 7.851 (no unit)
Debye length: 0.332 mm
Electron edge, 10-90%: 1.140 mm
Thermal radius shift: -1.427 um
Thermal mesh shift: -0.00023 um
Thermal voltage offset: 1.9863 V
Electron time 1/omega_pe: 0.561 ns
Ion time 1/omega_pi: 126.6 ns
Edge after 0.1 us rise: 39.03 mm
Excess over R, 0.1 us: 2.9 %
Numerical shift, 0.1 us: -0.0013 mm
Edge after 1 us rise: 50.58 mm
Excess over R, 1 us: 33.3 %
Numerical shift, 1 us: -0.0047 mm
Gas pressure: 0.50 mTorr
Gas temperature: 300 K
Assumed cross section: 3.0e-15 cm^2
Ion mean free path: 207 mm
Sheath width/free path: 0.159 (no unit)
Pressure times gap: 1.65e-03 Torr cm
Assumed electron yield: 4 per ion
Mid-drop electron/ion density: 1.77 %
Bohm inflow in 1 us: 2.63 mm
Assumed rod length: 300 mm
Two end zones/rod length: 22.0 %
```
